\section*{Effective permittivity of a partly air-filled spacing between metal lines}

\section*{Problem}

Two long, parallel metal lines on a chip face each other across a spacing $s$. Their facing sidewalls are flat, vertical and of height $h$. Air of relative permittivity $1$ fills a fraction $f=0.70$ of the sidewall height, and a solid dielectric of relative permittivity $k=3$ fills the rest. Each material reaches from one wall to the other, so the boundaries between them are horizontal.

The effective permittivity $k_{\rm eff}$ is the relative permittivity of a uniform filling that would give the same sidewall capacitance. In the ideal model no electric flux leaves through the top or bottom of the spacing. The dielectric is linear and isotropic and holds no free charge.

\begin{enumerate}
\item[(a)] Show that $k_{\rm eff}=1.60$, and find how the result depends on the position and amount of the air.
\item[(b)] Take $h=40$ nm, $s=20$ nm and a voltage $V=0.7$ V. The air is $28$ nm high, with $6$ nm of solid below and above it. Find the field, the two contributions to the capacitance per length, and the saving relative to an all-solid filling.
\item[(c)] What would $k_{\rm eff}$ be if air filled 70 percent of the width, over the full height?
\item[(d)] Suppose that 2 nm of the solid remains on each wall beside the air. Between which bounds does $k_{\rm eff}$ lie?
\item[(e)] How much of the saving survives when the fields above and below the lines are counted, and does the voltage endanger the structure?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The ideal effective permittivity}

Let $x$ run across the spacing, from the wall at potential $V$ ($x=0$) to the wall at zero potential ($x=s$), and let $y$ run upward. The lines are long, so nothing varies along them. The potential $\phi$ obeys
\begin{equation}
\nabla\cdot(\varepsilon_r\nabla\phi)=0,
\end{equation}
where $\varepsilon_r$ is $1$ in air and $k$ in the solid. Try
\begin{equation}
\phi=V\left(1-\frac{x}{s}\right),\qquad
E_x=-\frac{\partial\phi}{\partial x}=\frac{V}{s},\qquad E_y=0 .
\end{equation}

This potential has the required values on both walls. Its second derivatives vanish, so it satisfies Laplace's equation inside each material. At a horizontal boundary the tangential field $E_x$ must be continuous, and it is, because it equals $V/s$ on both sides. The normal displacement $D_y=\varepsilon_0\varepsilon_rE_y$ must also be continuous, and it is zero on both sides. It is zero at the top and bottom too, as the model requires.

No other solution exists. Let $u$ be the difference between two solutions. Then $u=0$ on the walls and $\partial u/\partial y=0$ at the top and bottom. Integration by parts gives
\begin{equation}
\int\varepsilon_r|\nabla u|^2\,dA
=\oint u\,\varepsilon_r\frac{\partial u}{\partial n}\,d\ell
-\int u\,\nabla\cdot(\varepsilon_r\nabla u)\,dA=0 .
\end{equation}
The boundary term vanishes because one of its factors is zero on every side, and the last integral vanishes by the field equation. Since $\varepsilon_r>0$, $u$ is constant, and its value on the walls makes it zero.

The charge per area on the positive wall equals the displacement leaving it. This is $\varepsilon_0V/s$ beside air and $\varepsilon_0kV/s$ beside the solid. Multiplying by the heights $fh$ and $(1-f)h$ gives the charge per length of line,
\begin{equation}
Q=\varepsilon_0\frac{V}{s}fh+\varepsilon_0k\frac{V}{s}(1-f)h
=\varepsilon_0\frac{hV}{s}\left[f+(1-f)k\right].
\end{equation}
Both parts have the same voltage and their charges add, which is what a parallel connection means. A uniform filling would give $Q=\varepsilon_0k_{\rm eff}hV/s$. Comparing the two expressions,
\begin{equation}
k_{\rm eff}=f+(1-f)k=0.70+0.30\times3=0.70+0.90=1.60 .
\label{eq:parallel}
\end{equation}

The limits are as they should be: $f=0$ gives $k$, and $f=1$ gives $1$. In the ideal model only the total air height enters. The air may lie at the top, in the middle or in several layers, provided that every layer spans the full spacing.

A numerical solution of the two-dimensional field equation, which did not assume a uniform field, gave $k_{\rm eff}=1.6000$. With a wall-to-wall difference of 1 V, its potential departed from the straight line by at most $1.9\times10^{-15}$ V. Shuffling the horizontal layers left $k_{\rm eff}$ at 1.6000.

The dependence on the amount of air follows by differentiation at fixed $k$:
\begin{equation}
\frac{dk_{\rm eff}}{df}=1-k=-2 .
\end{equation}
If the air fraction falls from 0.70 to 0.65, $k_{\rm eff}$ rises by $2\times0.05=0.10$, to 1.70. The relation is linear, so this step involves no approximation.

\subsection*{(b) Field, capacitance and saving}

The field is the same in both materials:
\begin{equation}
E=\frac{0.7\ \mathrm{V}}{20\ \mathrm{nm}}=0.35\ \mathrm{MV/cm}.
\end{equation}
With $\varepsilon_0=8.8542$ aF/$\mu$m, the contributions to the capacitance per length are
\begin{align}
C_{\rm air}&=8.8542\times\frac{28}{20}=12.40\ \mathrm{aF}/\mu\mathrm{m},\\
C_{\rm solid}&=8.8542\times3\times\frac{12}{20}=15.94\ \mathrm{aF}/\mu\mathrm{m}.
\end{align}
Their sum, before the terms are rounded, is $28.33$ aF/$\mu$m. An all-solid filling of the same spacing would have
\begin{equation}
C_{\rm full}=8.8542\times3\times\frac{40}{20}=53.13\ \mathrm{aF}/\mu\mathrm{m}.
\end{equation}
The ideal saving is therefore $1-1.60/3=46.7$ percent of the all-solid sidewall capacitance.

Air covers 70 percent of the wall but faces only $0.70/1.60=43.75$ percent of the charge. The solid, on 30 percent of the wall, accounts for more than half of the remaining capacitance.

\subsection*{(c) Air across part of the width}

Now the boundary is vertical, and the field crosses it at right angles. With no free charge there, the displacement $D$ is common to both materials. The fields are $D/\varepsilon_0$ in air and $D/(\varepsilon_0k)$ in the solid, and the voltages add:
\begin{equation}
V=\frac{D}{\varepsilon_0}fs+\frac{D}{\varepsilon_0k}(1-f)s .
\end{equation}
For a uniform filling $V=Ds/(\varepsilon_0k_{\rm eff})$. Hence
\begin{equation}
\frac{1}{k_{\rm ser}}=f+\frac{1-f}{k}=0.70+0.10=0.80,
\qquad k_{\rm ser}=1.25 .
\end{equation}
The same amount of air now gives a lower permittivity. To see that this is general, write $k_{\rm ser}=k/(fk+1-f)$ and subtract it from Eq.~(\ref{eq:parallel}). Over the common denominator, the numerator is
\begin{align}
&[f+(1-f)k](fk+1-f)-k\nonumber\\
&\quad=f(1-f)(1+k^2)+k\left[f^2+(1-f)^2-1\right]\nonumber\\
&\quad=f(1-f)(1+k^2)-2kf(1-f)=f(1-f)(k-1)^2 .
\end{align}
The second step uses $f^2+(1-f)^2-1=-2f(1-f)$. Therefore
\begin{equation}
k_{\rm eff}-k_{\rm ser}=\frac{f(1-f)(k-1)^2}{fk+1-f}\ge0 .
\end{equation}
For the present numbers this is $0.84/2.40=0.35$, the difference between 1.60 and 1.25. A volume fraction of air thus does not fix the effective permittivity. The direction of the boundaries relative to the field must also be known.

\subsection*{(d) A solid liner on the walls}

Let each liner have thickness $t=2$ nm. Beside the air, the fraction of the width taken by solid is $w=2t/s=0.20$. The air pocket now has vertical and horizontal boundaries, so the uniform field is no longer a solution. Two energy arguments enclose the answer.

\paragraph{Upper bound.} For the true potential, integration by parts gives $CV^2=\varepsilon_0\int\varepsilon_r|\nabla\phi|^2dA$. Replace $\phi$ by $\phi+u$, with $u=0$ on the walls. The cross term $2\int\varepsilon_r\nabla\phi\cdot\nabla u\,dA$ vanishes after integration by parts, because $u=0$ on the walls and no flux passes the top or bottom. What is added is $\int\varepsilon_r|\nabla u|^2dA\ge0$. Any trial potential with the right wall values therefore gives an upper bound on $C$.

Choose a trial potential that depends on $x$ alone. Each vertical slice then acts through its height-averaged permittivity $\bar\varepsilon(x)$, which is $k$ in the liners and $1.60$ between them. Let $\bar\varepsilon\,d\phi/dx=-A$, with $A$ constant. The wall voltage requires $A\int_0^s dx/\bar\varepsilon=V$, and so
\begin{equation}
C\le\frac{\varepsilon_0h}{V^2}\int_0^s\frac{A^2}{\bar\varepsilon}\,dx
=\frac{\varepsilon_0h}{\int_0^s dx/\bar\varepsilon} .
\end{equation}
Multiplying by $s/(\varepsilon_0h)$ gives
\begin{equation}
k_{\rm eff}\le\left(\frac{0.20}{3}+\frac{0.80}{1.60}\right)^{-1}=1.765 .
\end{equation}

\paragraph{Lower bound.} The same energy can be written $Q^2/C=\int|\mathbf D|^2/(\varepsilon_0\varepsilon_r)\,dA$. Add to $\mathbf D$ a divergence-free field $\mathbf d$ that carries no net flux between the walls and none through the top or bottom. The cross term is $2\int\mathbf d\cdot\mathbf E\,dA=-2\oint\phi\,\mathbf d\cdot\mathbf n\,d\ell=0$, because $\phi$ is constant on each wall. The energy cannot fall, so a trial displacement with the correct total charge gives a lower bound on $C$.

Choose a purely horizontal displacement. A row through the lined air then acts as a series connection with
\begin{equation}
\kappa_1=\left(0.80+\frac{0.20}{3}\right)^{-1}=1.154,
\end{equation}
and a row through the solid has $\kappa_2=3$. Let $D_i=\lambda\kappa_i$ in the two kinds of row, and define $\bar\kappa=f\kappa_1+(1-f)\kappa_2$. The charge is $Q=\lambda h\bar\kappa$. Since $\int_0^s dx/\varepsilon_r=s/\kappa_i$ in each row, the trial energy integral is $\lambda^2sh\bar\kappa/\varepsilon_0$. Hence
\begin{equation}
C\ge\frac{(\lambda h\bar\kappa)^2\varepsilon_0}{\lambda^2sh\bar\kappa}
=\varepsilon_0\bar\kappa\frac{h}{s},
\qquad k_{\rm eff}\ge0.70\times1.154+0.90=1.708 .
\end{equation}

The numerical field solution gives 1.719, between the bounds. Halving the grid step from 0.50 to 0.25 nm changed it by 0.0003. A liner of one tenth of the spacing on each wall thus raises the ideal 1.60 by about 7 percent.

\subsection*{(e) Fringing fields and electrical stress}

Consider a periodic array of lines 20 nm wide, with the same 20 nm spacing and 40 nm height. Neighbouring lines have opposite potentials, and the solid with $k=3$ also fills the regions above and below. By symmetry no flux crosses the vertical plane through the middle of a line, so one spacing and the two adjoining half-lines form a complete cell. The capacitance of this cell includes the flux that leaves the top and bottom faces.

A useful floor follows from the lower-bound argument in (d). Forbid flux through the two mouths of the spacing. The cell separates into the ideal spacing and two outer regions, and the true capacitance is at least the sum of the three. Each outer region is a half-strip of width $L=40$ nm. Along its lower edge lie 10 nm of metal, 20 nm of blocked mouth and 10 nm of metal.

With $z=x+iy$ measured from the lower left corner, the map $-\cos(\pi z/L)$ takes this half-strip to the upper half-plane. The metal edges go to $\pm q$ and the corners to $\pm1$, where $q=\cos(\pi/4)=1/\sqrt2$. After division by $q$, the elliptic integral
\begin{equation}
F(\zeta)=\int_0^\zeta\frac{d\tau}{\sqrt{(1-\tau^2)(1-q^2\tau^2)}}
\end{equation}
maps the half-plane to a rectangle of width $2K(q)$ and height $K(q')$, where $K$ is the complete elliptic integral and $q'=\sqrt{1-q^2}$. The metal pieces become the two vertical sides. Conformal maps preserve two-dimensional capacitance, so for unit permittivity
\begin{equation}
\frac{C}{\varepsilon_0}=\frac{K(q')}{2K(q)}=\frac12,
\end{equation}
because here $q'=q$. The numerical solver gave 0.5128 and 0.5063 at grid steps of 1.0 and 0.5 nm; linear extrapolation to zero step gives 0.4998.

With $k=3$ the two outer regions together contribute $2\times3\times\frac12\times8.854=26.6$ aF/$\mu$m, and the floor for the whole cell is $28.3+26.6=54.9$ aF/$\mu$m. The full numerical solution, with the mouths open and 60 nm of solid above and below the lines, gives 56.2 aF/$\mu$m. With solid everywhere it gives 81.0 aF/$\mu$m. Both values are extrapolated to zero grid step from steps of 1.0 and 0.5 nm. An effective permittivity for the total capacitance is then
\begin{equation}
k_{\rm tot}=3\times\frac{56.2}{81.0}=2.08,
\end{equation}
and the saving is 31 percent instead of 47 percent. The absolute saving, $81.0-56.2=24.8$ aF/$\mu$m, agrees with the ideal $53.1-28.3=24.8$ aF/$\mu$m to the digits shown. In this geometry, with 6 nm of solid at each mouth, the air removes nearly the ideal amount of capacitance, but the fringing part, about 28 aF/$\mu$m, remains and dilutes the percentage. With fringing counted, the position of the air matters a little: 14 nm of air at each mouth would save about 25.4 aF/$\mu$m and give $k_{\rm tot}\approx2.06$.

The electrical stress is modest in the ideal uniform field. Against a rough breakdown field of 5 MV/cm for the solid, 0.35 MV/cm is a fraction of 0.07. The field is about twelve times the rough 0.03 MV/cm at which centimetre-scale air gaps break down, but that breakdown is an ionization avalanche and needs a much larger voltage. An electron that starts almost at rest and crosses the air gains at most 0.7 eV, far below the roughly 12 eV needed to ionize an oxygen molecule, so it cannot start an avalanche by direct ionization. For tunnelling through the air from wall to wall, take a rough metal-to-air barrier $\Phi=4.5$ eV. The semiclassical transmission probability $T$ obeys
\begin{equation}
\ln T\simeq-\frac{2}{\hbar}\int_0^s\sqrt{2m_e\left(\Phi-eV\frac{x}{s}\right)}\,dx ,
\end{equation}
with $m_e$ the electron mass and $e$ the elementary charge. Here $x$ is measured from the zero-potential wall, which the electron leaves, and not from the positive wall as in (a). This gives $\log_{10}T$ of about $-180$, which is negligible. Including the image-force lowering of the barrier raises it only to about $-175$. These estimates do not cover field enhancement at sharp corners, leakage through the solid or along the surfaces of the void, or slow wear-out of the solid.

\subsection*{The model and a real interconnect}

The chosen dimensions are in the regime of dense, fine-pitch chip wiring, and $k=3$ is a reasonable rough value for a carbon-doped oxide. The air fraction of 0.70 is a chosen number; in practice it depends on the process. One way to form such a gap is to deposit dielectric that closes the top of an open trench before the trench is filled. Material can also land on the walls and leave the void lined or tapered, contrary to the ideal model. In the example the 2 nm liner moves 1.60 to 1.72. Counting the fringing fields of the unlined structure moves the effective value to 2.08, the larger of the two shifts. Their combined effect was not computed, nor were nearby metal levels or barrier layers of higher permittivity. Replacing the permittivity 1 by a rough 1.0006 for real air adds only 0.0004. The value 1.60 therefore describes the sidewall capacitance of an unlined gap in the ideal model, where no flux passes through the top or bottom of the spacing. It should not be used as the permittivity of the whole interconnect. The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
solid permittivity k = 3.00
air height fraction f = 0.70
line width = 20 nm, spacing = 20 nm
sidewall height = 40 nm, voltage = 0.7 V
air height = 28 nm
solid height = 12 nm
epsilon_0 = 8.8542 aF/um
ideal k_eff, formula = 1.6000
ideal k_eff, field solver = 1.6000
largest deviation from linear potential = 1.9e-15 V
k_eff with shuffled layers = 1.6000
k_eff at air fraction 0.65 = 1.7000
k_eff if air fills 70% of width = 1.2500
field in air and solid = 0.350 MV/cm
capacitance beside air = 12.40 aF/um
capacitance beside solid = 15.94 aF/um
ideal sidewall capacitance = 28.33 aF/um
all-solid sidewall capacitance = 53.13 aF/um
ideal saving = 46.7 %
share of charge beside air = 43.75 %
liner thickness on each wall = 2.0 nm
permittivity of lined air column = 1.1538
k_eff with liner, lower bound = 1.7077
k_eff with liner, 0.50 nm grid = 1.7190
k_eff with liner, 0.25 nm grid = 1.7187
k_eff with liner, upper bound = 1.7647
solver check, thin electrodes C/eps0 = 0.4998
elliptic-integral value C/eps0 = 0.5000
array capacitance with air = 56.2 aF/um
array capacitance all solid = 81.0 aF/um
effective k of total capacitance = 2.08
saving in total capacitance = 31 %
rough permittivity of real air = 1.0006
shift of k_eff from real air = 0.00042
rough metal-air barrier = 4.5 eV
log10 of tunnelling probability = -181
largest electron energy gain = 0.7 eV
rough O2 ionization energy = 12 eV
rough solid breakdown field = 5 MV/cm
working field / breakdown field = 0.07
\end{verbatim}
